# Smooth Fourier interpolation of band energies with symmetrized star functions, part 2

A band $\varepsilon(\mathbf k)$ with point group $G$ (containing inversion), computed as energies $e_i$ at $N$ points $\mathbf k_i$, is interpolated by $\tilde\varepsilon=\sum_{m=1}^M a_mS_m$. Here $S_m$ is the average of $e^{i\mathbf k\cdot\mathbf R}$ over a star of $n_m$ symmetry-related lattice vectors of length $R_m$, ordered by length, with $S_1=1$ and $R_{\min}=R_2$. The fit minimizes the roughness $\sum_{m\ge2}w_ma_m^2$, with $w_m=\rho_m$ ("usual") or $w_m=\rho_m/n_m$ ("integral"; the roughness is then $\mathcal R_{\rm int}$, a zone average containing squared third derivatives), where

$$\rho=(1-c_1x^2)^2+c_2x^6 ,$$

$x=R/R_{\min}$ and $c_1=c_2=3/4$. The output's "penalised" $a_1$ is also charged, with $w_1=1$. Adding stars cannot raise the minimal roughness.

With reference point $\mathbf k_N$, $B_{im}=S_m(\mathbf k_i)-S_m(\mathbf k_N)$, $W=\mathrm{diag}(w_2,\dots,w_M)$ and $\Delta e_i=e_i-e_N$, the multipliers $\lambda$ solve $H\lambda=\Delta e$, $H=BW^{-1}B^T$, and $Wa=B^T\lambda$ for $m\ge2$. This needs $B$ of rank $N-1$. The fit does not depend on the reference.

On the $\Gamma$-centred $n\times n\times n$ mesh, point $i$ stands for $d_i$ equivalent points. Stars that coincide on the mesh (aliases, forming a class) share their amplitude as $1/w_m$. Solvability needs the $M^*$ stars up to $\mathbf R_h=(n,0,0)$; $M^*/N\to2\pi/3$, and $\rho_h=\rho(R_h)$. The eigenvalues $\mu$ of $Hx=\mu Qx$, with $Q=\mathrm{diag}(1/d_i)_{i<N}+\mathbf 1\mathbf 1^T/d_N$, give $\kappa_0=\mu_{\max}/\mu_{\min}$, and $\kappa_0/\kappa(Q)\le\kappa(H)\le\kappa_0\kappa(Q)$, where $\kappa$ is the condition number. $Q$ has eigenvalues $q_{\min}\ge1/48$, $q_{\max}\le1+(N-1)/d_N$. $\mu_{\max}$ is close to $n^3/w_2n_2$ (usual) or $n^3/\rho_2$ (integral), and for $na/2\le R_{\max}<\sqrt3\,na/2$, with $R_{\max}$ the star cutoff,

$$\frac{n^3}{\rho_h}\le\mu_{\min}\le\frac{6n^3}{\rho_h}\ \ (\text{integral}),\qquad\frac{n^3}{48\rho_h}\le\mu_{\min}\le\frac{n^3}{\rho_h}\ \ (\text{usual}).$$

The example is the lower band $\varepsilon=-\sqrt{\Delta^2+t^2f^2}$, $f=2\sum_{j}\cos(k_ja/2)$, of an fcc rock-salt model with $|G|=48$, $a=4\times10^{-10}$ m, $\Delta=3\times10^{-19}$ J, $t=1\times10^{-19}$ J and width $3.708\times10^{-19}$ J. Lattice vectors are in units of $a/2$.

## Two points close together

Irregular sets bring a second mechanism. Write $H=AA^T$ with $A=BW^{-1/2}$; the eigenvalues of $H$ are the squared singular values $\sigma^2$ of $A$, so $\kappa(H)=\kappa(A)^2$. Let two points, neither the reference, sit at $\mathbf k_\pm=\mathbf k_0\pm\tfrac12\delta\,\hat{\mathbf u}$. For the unit vector with entries $\pm1/\sqrt2$ on the pair, $x^THx=\tfrac12\sum_m[S_m(\mathbf k_+)-S_m(\mathbf k_-)]^2/w_m$. Since $|\hat{\mathbf u}\cdot\nabla S_m|\le R_m$,

$$\lambda_{\min}(H)\le\tfrac12\delta^2\sum_{m\ge2}R_m^2/w_m .$$

For the limit itself, let $A_0$ be the row a point at $\mathbf k_0$ would have, $\gamma_m=\hat{\mathbf u}\cdot\nabla S_m(\mathbf k_0)/\sqrt{w_m}$, and $A_j$ the other rows, with $A_0$ and the $A_j$ independent. Taylor expansion gives $A_++A_-=2A_0+O(\delta^2)$ and $A_+-A_-=\delta\gamma+O(\delta^3)$. With $x_\pm=(p\pm\tau)/\sqrt2$,

$$x^TA=\sqrt2\,p\,[A_0+O(\delta^2)]+\frac{\tau\delta}{\sqrt2}[\gamma+O(\delta^2)]+\sum_jx_jA_j .$$

The minimizing unit vector makes this $O(\delta)$, so independence forces $p$ and $x_j$ to be $O(\delta)$ and $\tau^2=1-O(\delta^2)$. These small coefficients cancel the part of $\gamma$ in the span of $A_0$ and the $A_j$, so $\lambda_{\min}\to\tfrac12\delta^2s$, where $s$ is the squared distance of $\gamma$ from that span. Thus $\kappa(H)\propto\delta^{-2}$ whenever $s>0$. At points such as $\Gamma$, where symmetry makes every $\nabla S_m$ vanish, the growth is faster. If one data point is $\Gamma$ and another lies at distance $\delta$ from it, their rows differ by $O(\delta^2)$, so $\lambda_{\min}=O(\delta^4)$. A pair centred on $\Gamma$, X or L, where $-\mathbf k_0$ equals $\mathbf k_0$ up to a reciprocal lattice vector, consists of two images under inversion, so the rows coincide and $H$ is singular for every $\delta$. A pair centred on W $=(1,\tfrac12,0)\,2\pi/a$, where every $\nabla S_m$ also vanishes but the two points are inequivalent for a general direction $\hat{\mathbf u}$, has $\gamma=0$ and rows that differ by $O(\delta^3)$, so $\lambda_{\min}=O(\delta^6)$. Because $S_m$ is invariant, the distance that counts is the one to the nearest symmetry image, and equivalent points make $H$ singular.

The remedy is not to form $H$. Put $z=W^{1/2}a=A^T\lambda$, the minimum-norm solution of $Az=\Delta e$, so that $\|\lambda\|\le\|z\|/\sigma_{\min}$, and let $\epsilon\sim10^{-16}$ be the rounding unit. To first order, an error $\|\delta H\|\sim\epsilon\sigma_{\max}^2$ gives $\delta z=-A^TH^{-1}\delta H\lambda$; as $\|A^TH^{-1}\|=1/\sigma_{\min}$, the relative error is bounded by about $\epsilon\kappa(A)^2$. A singular value decomposition of $A$ solves a problem with $\|\delta A\|\sim\epsilon\sigma_{\max}$. Let $A^+=A^TH^{-1}$. Varying $Az=\Delta e$ fixes the row-space part, $A^+A\,\delta z=-A^+\delta A\,z$. Varying $z=A^T\lambda$ fixes the rest, $(1-A^+A)\,\delta A^T\lambda$. Each is bounded by about $\epsilon\kappa(A)\|z\|$. No solver removes the sensitivity to the data: noise $\eta$ in the two energies imposes a false slope of order $\eta/\delta$.

The program adds a pair at $\mathbf k_0=(0.37,0.21,0.08)\,2\pi/a$ to the $n=4$ mesh (usual weight) and finds $s=3.8274\times10^{-22}$ m². For $\delta=1.5708\times10^6$ m$^{-1}$, $\tfrac12(1.5708\times10^6)^2(3.8274\times10^{-22})=4.722\times10^{-10}$, equal to the computed $\lambda_{\min}$. The bound, with $\sum R_m^2/w_m=1.6407\times10^{-19}$ m², is about 430 times larger. A tenfold smaller $\delta$ takes $\kappa(H)$ from $8.125\times10^9$ to $8.125\times10^{11}$. At $\delta=1.5708\times10^4$ m$^{-1}$, $\kappa(A)=9.0\times10^6$, and the relative error of $z$ against a high-precision solution is $8\times10^{-4}$ through $H$ and $7\times10^{-10}$ through the decomposition of $A$.

## The algorithm on the model band

The scheme that results is: reduce the points to inequivalent ones, build stars by length, check that $B$ has rank $N-1$, take a reference with a large orbit, solve for $a$ (through $H$ if $\epsilon\kappa(H)$ is negligible, otherwise through $A$), and differentiate $\tilde\varepsilon$ term by term. For $n=8$, $N=29$, take $M=5N=145$. Then $R_{\max}=2.608\times10^{-9}$ m lies between $na/2=1.6\times10^{-9}$ m and $\sqrt3$ times that.

With $n^3=512$ and $\rho_h=(1-24)^2+0.75\cdot32^3=25105$, the integral weight has $512/0.8125=630.15$ against $\mu_{\max}=630.19$, and $6\cdot512/25105=0.12237$, equal to $\mu_{\min}$, so here the class of $\mathbf R_h$ is the weakest one and $\kappa_0=5150$. The usual weight has $512/(12\cdot0.8125)=52.513$ against $52.514$, and $\mu_{\min}=6.014\times10^{-3}$ lies between $512/(48\cdot25105)=4.2\times10^{-4}$ and $512/25105=2.04\times10^{-2}$, giving $\kappa_0=8732$. With $\Gamma$ as reference ($d_N=1$) the bound on $\kappa(Q)$ is $48\cdot29=1392$ and the value 1348. With $(0.625,0.375,-0.125)\,2\pi/a$ ($d_N=48$) the bound is $48+28=76$ and the value 47.7. For the usual weight $\kappa(H)$ falls from $1.80\times10^5$ to $2.67\times10^4$, a factor 6.7, and the fit is unchanged. A large orbit tightens the bound, but it does not single out the smallest $\kappa(H)$: references with the same orbit size give different values, and some with smaller orbits give slightly lower ones.

The coefficients of the five shortest stars (usual weight), in $10^{-19}$ J, are $-3.78027$, $-2.74652$, $-0.66120$, $+0.40532$, $+0.07544$ for $(000)$, $(110)$, $(200)$, $(211)$, $(220)$. At $\Gamma$ every $S_m$ equals 1, so all 145 coefficients sum to the datum $-6.7082$; these five give $-6.7072$. The remainder $-0.0010$ is a net sum in which terms can cancel, and it does not bound the individual omitted coefficients.

At the off-mesh point $(0.3,0.2,0.1)\,2\pi/a$ the fit gives $-5.572145\times10^{-19}$ J against the exact $-5.572231\times10^{-19}$ J, an error of $8.7\times10^{-24}$ J $=5.4\times10^{-5}$ eV, or $2.3\times10^{-5}$ of the band width. The speed is $3.3433\times10^5$ m/s against $3.3455\times10^5$ m/s, low by 0.07% of the exact value. At $\Gamma$, $\partial_{k_x}^2S_m=-n_m^{-1}\sum R_x^2=-R_m^2/3$, because cubic symmetry makes the three components equivalent. The mass $\hbar^2/\partial_{k_x}^2\tilde\varepsilon$ is thus $m^*=-3\hbar^2/\sum_ma_mR_m^2=1.5495\times10^{-30}$ kg $=1.701\,m_e$, against $1.5542\times10^{-30}$ kg $=1.706\,m_e$ from a second difference of the model, low by 0.3%. An error in $a_m$ enters the curvature multiplied by $R_m^2$, so long stars count for more in the mass than in the energy.

Over 1500 random points the rms error is $8.8\times10^{-23}$ J $=5.5\times10^{-4}$ eV, or $2.4\times10^{-4}$ of the width, ten times the error at the point above; the largest in this sample is $4.2\times10^{-22}$ J. The integral weight gives $1.03\times10^{-22}$ J, slightly worse, so being an exact zone average did not make it more accurate in this model. With $M=115$ the usual weight gives $8.6\times10^{-23}$ J: going from 115 to 145 stars cannot raise the roughness, yet it raised the error slightly.

## Refining the mesh, and where the scheme fails

With the cutoff $R_{\max}=0.75\,na$ and errors for the usual weight:

| $n$ | $\kappa_0$ integral | $\kappa_0$ usual | rms, gapped (J) | rms, $\Delta=0$ (J) |
|---|---|---|---|---|
| 4 | $8.42\times10^{1}$ | $9.92\times10^{1}$ | $2.8\times10^{-21}$ | $2.2\times10^{-20}$ |
| 8 | $5.15\times10^{3}$ | $8.89\times10^{3}$ | $8.6\times10^{-23}$ | $8.3\times10^{-21}$ |
| 12 | $5.80\times10^{4}$ | $1.49\times10^{5}$ | $6.3\times10^{-24}$ | $5.0\times10^{-21}$ |
| 16 | $3.25\times10^{5}$ | $1.01\times10^{6}$ | $8.7\times10^{-25}$ | $2.9\times10^{-21}$ |

From $n=8$ to 16 the integral $\kappa_0$ grows by 63, as does $\rho_h$ ($1.5819\times10^6/25105=63$), close to $2^6=64$. The usual $\kappa_0$ grows by 113. This is faster than $n^6$ but within the bounds, which let $\mu_{\min}\rho_h/n^3$ move between $1/48$ and 1; only these bounds, not a pure power law, were derived.

For the gapped band the error falls by 99 over the same step. The radicand is at least $\Delta^2$, so the band is analytic near real $\mathbf k$ and its Fourier coefficients decay exponentially. The fit nevertheless hands the fraction $w_m/w_{m'}$ of each short star to its aliases, which falls only as a power, tending to $n^{-6}$ for large $n$ (the alias $(n-1,n-1,0)$ of the star $(110)$ has $x=n-1$ and a fraction close to $\rho_2/[c_2(n-1)^6]$), so its error is not expected to decay exponentially. That the factor 99 is a mixture of these two contributions, tending to 64 on finer meshes, is a conjecture.

For $\Delta=0$ the band is $-t|f|$: two bands touch on the surface $f=0$, and sorting by energy produces a kink. The true function then has infinite $\mathcal R_{\rm int}$, since its third derivatives are not square integrable, and minimal roughness selects the wrong shape. At $n=8$ the error is 1.4% of the width $6t$, and it falls only by 2.82 from $n=8$ to 16 (by 2.62 from $n=4$ to 8). A sample of 1500 points fixes an rms only to a few percent, so these ratios and the second digit of the error columns are uncertain: averaged over the whole zone the two ratios are 2.79 and 2.77. A rounding of height $\propto1/n$ in a layer of thickness $\propto1/n$ would give an rms error $\propto n^{-3/2}$, a factor $2^{3/2}=2.83$ per doubling. This explanation is a conjecture, and the data support it only roughly: the steps $8\to12$ and $12\to16$ give 1.67 and 1.69 against the predicted 1.84 and 1.54, so the close match for $8\to16$ is partly accidental. The system is solved as accurately as before, since $H$ does not depend on the data, so a small $\kappa(H)$ says nothing about this failure.

The program that computes these numbers and asserts the stated tests follows, with its output.

## Computed values

```
a = 4.0e-10 m, Delta = 3.0e-19 J, t = 1.0e-19 J, c1 = 0.75, c2 = 0.75
Rmin = 2.8284e-10 m, 2pi/a = 1.5708e+10 1/m
n = 8, N = 29, M = 145, Rmax = 2.6077e-09 m
rank B at M=N+1: 26 (need 28); M* = 41
reference K = [ 0.625  0.375 -0.125] (2pi/a), orbit size 48, e_ref = -3.52338e-19 J
band minimum -6.70820e-19 J, maximum -3.00000e-19 J
[integral] mu_max = 6.3019e+02, mu_min = 1.2237e-01, kappa0 = 5.1500e+03
[integral] ref Gamma: kappa(H) = 1.166e+05, kappa(Q) = 1.348e+03
[integral] ref large orbit: kappa(H) = 1.495e+04, kappa(Q) = 4.772e+01
[integral] minimal roughness = 1.25577e-38 J^2
[integral] rms error = 1.032e-22 J = 6.444e-04 eV, max = 5.132e-22 J
[usual] mu_max = 5.2514e+01, mu_min = 6.0138e-03, kappa0 = 8.7323e+03
[usual] ref Gamma: kappa(H) = 1.797e+05, kappa(Q) = 1.348e+03
[usual] ref large orbit: kappa(H) = 2.668e+04, kappa(Q) = 4.772e+01
[usual] minimal roughness = 1.62989e-37 J^2
[usual] rms error = 8.795e-23 J = 5.490e-04 eV, max = 4.197e-22 J
star [0 0 0] (a/2): n_m = 1, rho = 1.0000, a_m = -3.78027e-19 J
star [1 1 0] (a/2): n_m = 12, rho = 0.8125, a_m = -2.74652e-19 J
star [2 0 0] (a/2): n_m = 6, rho = 6.2500, a_m = -6.61196e-20 J
star [2 1 1] (a/2): n_m = 24, rho = 21.8125, a_m = 4.05324e-20 J
star [2 2 0] (a/2): n_m = 12, rho = 52.0000, a_m = 7.54370e-21 J
penalised a_1: shift 1e-18 J leaks 5.030e-24 J into star [8 8 0]
K = [0.3 0.2 0.1] (2pi/a): E fit = -5.572145e-19 J, exact = -5.572231e-19 J
  error = 8.670e-24 J = 5.411e-05 eV
  speed fit = 3.34325e+05 m/s, exact = 3.34550e+05 m/s
Gamma mass fit = 1.5495e-30 kg = 1.7010 m_e, exact = 1.5542e-30 kg = 1.7062 m_e
cutoff Rmax = 0.75 n a; kappa0 by diagonalisation; rms errors with usual weight
n=4: N=8, M*=9, M*/N=1.125, M=22, rho_h=4.0900e+02
  kappa0 integral 8.421e+01, usual 9.917e+01; kappa(H) usual 2.349e+02
  rms gapped = 2.764e-21 J, rms Delta=0 = 2.173e-20 J
n=8: N=29, M*=41, M*/N=1.414, M=115, rho_h=2.5105e+04
  kappa0 integral 5.150e+03, usual 8.889e+03; kappa(H) usual 2.699e+04
  rms gapped = 8.607e-23 J, rms Delta=0 = 8.288e-21 J
n=12: N=72, M*=115, M*/N=1.597, M=340, rho_h=2.8274e+05
  kappa0 integral 5.800e+04, usual 1.491e+05; kappa(H) usual 5.252e+05
  rms gapped = 6.288e-24 J, rms Delta=0 = 4.965e-21 J
n=16: N=145, M*=247, M*/N=1.703, M=748, rho_h=1.5819e+06
  kappa0 integral 3.245e+05, usual 1.006e+06; kappa(H) usual 6.389e+06
  rms gapped = 8.694e-25 J, rms Delta=0 = 2.940e-21 J
limit of M*/N = 2.0944; error ratio n=8/16: gapped 99.0, kink 2.82
pair at K = [0.37 0.21 0.08] (2pi/a): s = 3.8274e-22 m^2, sum R^2/w = 1.6407e-19 m^2
delta = 1.5708e+06 1/m: lambda_min = 4.7219e-10, kappa(H) = 8.125e+09
delta = 1.5708e+05 1/m: lambda_min = 4.7219e-12, kappa(H) = 8.125e+11
delta = 1.5708e+04 1/m: kappa(A) = 9.014e+06
  relative coefficient error: via H 8.0e-04, via SVD of A 7.2e-10
```
